Why a monolayer's dipole per area is comparable and its polarization is not

An isolated layer has a dipole moment per area p, with the dimension charge/length. A three-dimensional polarization P has the dimension charge/length². To pass from p to P one must divide by a length, and a single layer in vacuum offers several: a distance between atomic planes, a width of the electron cloud, a spacing to a neighbour that may not be there. The electric potential difference between the two sides of the layer needs no such choice, because p/ε₀ is already a voltage. If the difference depends on the charge distribution through p alone, its form is

Δφ = C p/ε₀,

with C a pure number. A reflection z → −z reverses both sides, in agreement with a linear law. That p alone enters, and that C = 1, is proved below.

The misconception is that the layer with the larger quoted P, in μC/cm², must be the more strongly polar one. Two layers suffice to refute it.

**The counter-example**

The algebra uses atomic units, in which e = ħ = mₑ = 4πε₀ = 1, so that 1/ε₀ becomes 4π. The numbers are in practical units.

Layers A and B are models with round parameters. Each has a cell area S = 0.14 nm² and three ion sheets, with charges 0.4, 1.2 and 0.4 e per cell. The charge of each sheet is spread along z as a Gaussian of standard deviation 0.042 nm. The outer sheets are a distance d apart, 0.60 nm in A and 0.40 nm in B. The middle sheet sits at z = 0, and the outer two are displaced together by u, so their distance stays d. This displacement makes the layer polar, and reversing it reverses p.

Two electrons per cell fill one band. They are held by the ions and by a smooth well of depth V₀ = 6.80 eV and edge width w = 0.053 nm. The well is a confining potential chosen for the model. It carries no charge and stays centred at z = 0 when the ion sheets are displaced, and the displacements needed for given dipoles depend on this choice:

V(z) = −(V₀/2)[erf((z + d/2)/w) − erf((z − d/2)/w)].

With ρᵢ the ion charge density averaged over the cell area, the electrons obey the Hartree equations

−½ψ″ + (V − φ)ψ = εψ,

n = (2/S)|ψ|², ρ = ρᵢ − n, φ″ = −4πρ.

The term −φ is the potential energy of a charge −1. Exchange, correlation and the structure within the plane are left out. The bands are taken as flat, so that motion within the plane adds no energy and the two electrons of each cell share the lowest level.

The displacement was adjusted to give chosen dipoles, so these are inputs and not predictions:

A: u = 0.0178 nm, p = 10.0 pC/m (0.00624 e/Å)

B: u = 0.0136 nm, p = 7.5 pC/m (0.00468 e/Å)

The ions alone would not give these values. In A the displaced ions contribute 0.8 e × 0.0178 nm/0.14 nm² = 0.102 e/nm, or 16.3 pC/m; the electrons shift and cancel 6.3 pC/m of it. Because the well does not follow the sheets, moving the middle sheet instead is a different distortion, and it shows that the cancellation can be more than complete in this model. If the outer sheets of A are undisplaced and the middle sheet is moved by 0.21 nm, the ions contribute +288 pC/m but the total is −12.7 pC/m. The electrons then more than cancel the ions, and the sign reverses; it is already reversed for small shifts, with −1.35 pC/m against an ionic +13.7 pC/m at 0.01 nm. The dipole must be taken from the whole charge density.

Now divide by a thickness. Since 1 pC/m divided by 1 nm is 10⁻³ C/m² = 0.1 μC/cm², taking the distance between outer sheets as t gives

P_A = 0.1 × 10.0/0.60 = 1.67 μC/cm²

P_B = 0.1 × 7.5/0.40 = 1.88 μC/cm²

and B appears more polar. Another convention adds a van der Waals gap, here chosen as 0.34 nm, to represent the room a layer would take in a stack:

P_A = 0.1 × 10.0/0.94 = 1.06 μC/cm²

P_B = 0.1 × 7.5/0.74 = 1.01 μC/cm²

Now A appears more polar. A third convention, the width that holds 99% of the electrons, gives 0.790 and 0.606 nm, hence 1.27 and 1.24 μC/cm². Nothing in either layer has changed between these lines.

The reason follows from one division:

P_A/P_B = (p_A/p_B)(t_B/t_A).

Thus P_A > P_B when t_A/t_B < p_A/p_B. Here p_A/p_B = 1.33, while the thickness ratios are 1.50 for the sheets, 1.30 for the electron width and 1.27 with the gap. For a general added gap g the ranking changes where

(0.60 + g)/(0.40 + g) = 4/3, with g in nm.

Cross-multiplication gives 1.80 + 3g = 1.60 + 4g, so g = 0.20 nm. For very large g the thickness ratio tends to 1 and the ranking by P becomes that of p. The same holds if one common thickness is assigned to both layers.

**The general statement**

Let a layer be periodic in its plane, neutral, and isolated, with no electric field outside it. Let ρ(z) be its charge density averaged over the cell area. Then

p = ∫ z ρ(z) dz

is independent of the origin and contains no thickness. It fixes the potential step across the layer,

Δφ = 4πp, or Δφ = p/ε₀ in SI units,

and the first-order energy per area, −pF, in a weak field F along z. Two layers can be compared directly through p if both satisfy these conditions and, for computed values, if the same level of theory is used. The statement concerns the out-of-plane component. Within the plane the charge has no vacuum on either side at which the integral could end, and that component is not treated here.

**Proof: the origin**

Move the origin by s, so that z is replaced by z − s:

p′ = ∫ (z − s) ρ dz = ∫ z ρ dz − s ∫ ρ dz = p − sQ,

where Q is the net charge per area. For Q = 0 the dipole is unique. For Q ≠ 0 it is not, and little charge is needed to spoil it. Removing 1% of the electrons of A leaves Q = 0.02 e per 0.14 nm², or 0.0229 C/m². Moving the origin by 1 nm then changes the dipole by −22.9 pC/m, more than twice the dipole itself.

**Proof: the potential step**

The averaged density is sufficient at a distance. Outside the charge, Laplace's equation for a component of φ that varies in the plane with wavevector G ≠ 0 reads φ_G″ = G²φ_G. Its solution that stays finite decays as exp(−|G||z|). Far from the layer the average remains.

For the average, φ″ = −4πρ. The slope of |z − z′| jumps from −1 to +1 at z = z′, so its second derivative is 2δ(z − z′). Therefore

φ(z) = −2π ∫ |z − z′| ρ(z′) dz′

solves the equation. One could add a constant, which does not affect a difference, or a uniform field, which the condition of isolation excludes. Above all the charge, |z − z′| = z − z′, and

φ(above) = −2π(zQ − p) = 2πp,

because Q = 0. Below all the charge, |z − z′| = z′ − z, and

φ(below) = −2π(p − zQ) = −2πp.

Subtraction gives Δφ = 4πp. This fixes C = 1, and the potential is constant on each side, so the outside field vanishes as required. For A the step is 10.0 × 10⁻¹² C/m divided by ε₀, or 1.13 V; for B it is 0.85 V. Their ratio is 1.33, that of the dipoles, whatever thickness is assigned.

A real domain is finite. Treat it as a disk of radius R with uniform p, probed on its axis at height h. A point dipole pdS at radius r contributes p h dS/(r² + h²)^(3/2). With dS = 2πr dr,

φ(h) = 2πp h ∫₀ᴿ r dr/(r² + h²)^(3/2)

= 2πp h [1/h − 1/√(R² + h²)]

= 2πp [1 − h/√(R² + h²)].

Since φ(−h) = −φ(h), the step is

Δφ = 4πp [1 − h/√(R² + h²)].

For R = 50 nm and h = 1 nm the loss is 2.0% of the infinite-layer value, leaving 1.107 V for a rigid dipole equal to that of A. This was tested by summing the potentials of point charges on a square lattice of constant 0.4 nm. Two disks had the same p but charge separations of 0.1 and 0.3 nm. Both sums gave 1.107 V: a threefold change of separation left the step unchanged at this precision.

If the disk is surrounded by an infinite domain of opposite polarity, it equals a uniform layer of −p plus a disk of 2p. The bracket becomes −1 + 2[1 − h/√(R² + h²)] = 1 − 2h/√(R² + h²), and the loss doubles to 4.0%. Both figures hold p rigid. The slope of φ(h) at small h shows a field 2πp/R along p at the centre of the free disk, and twice that for the domain. With the polarizability α introduced below, this raises the central dipole by the fraction 4πα/(2R), about 0.6% for A, or 1.2% for the domain, so for a layer as polarizable as A the losses shrink to about 1.4% and 2.8%.

**Proof: the energy in a field**

A uniform field F along z has the potential −Fz, so it adds ∫ρ(−Fz)dz = −Fp to the energy per area. The electrons also rearrange. With the ions held fixed, the energy is

W(F) = min over ψ of {E[ψ] − F p[ψ]},

where E is the field-free Hartree energy per area. When F changes, W changes through the explicit factor F and through ψ. The second change vanishes to first order because ψ makes the bracket stationary. Hence

dW/dF = −p(F).

For weak fields p(F) = p + αF, with α the polarizability per area, and integration gives

W(F) = W(0) − pF − ½αF².

No thickness has entered. Total energies of A at fields of ±2.57 MV/cm, differentiated numerically, return 10.0 pC/m, in agreement with the integral over the charge density. The field must be weak and the electrons confined near the layer: in unlimited space a uniform field would eventually pull them out.

**When even p is not comparable**

The condition of zero outside field is easily lost in a calculation that repeats the layer along z with period L. A periodic potential must return to its value after one period. The layer raises it by 4πp_L, where p_L is the dipole in the repeated cell, so a vacuum field F must lower it by the same amount:

4πp_L − FL = 0, hence F = 4πp_L/L.

This field points along p and increases it:

p_L = p + αF = p + (4πα/L)p_L.

Collecting the terms in p_L gives

p_L = p/(1 − 4πα/L).

The length 4πα, found for isolated A from its response to the two fields above, is 0.588 nm. At L = 2 nm the denominator is 1 − 0.294 = 0.706, and the formula predicts 14.2 pC/m. A separate periodic calculation gives 14.1 pC/m. At 3 and 4 nm formula and calculation agree on 12.4 and 11.7 pC/m. The approach to 10.0 pC/m is slow: an excess of 1% requires 4πα/L = 0.01/1.01, so L is about 59 nm. It is better to cancel the vacuum field by an opposite one. The formula assumes linear response and no overlap between neighbouring layers.

In a bulk crystal with one layer per repeat distance c and negligible charge between the layers, c is a property of the crystal, and p_c/c is a meaningful polarization once the boundary condition is stated. But p_c, the dipole of a layer inside the crystal, need not equal that of the isolated layer, since the boundary condition may impose a field, as in the repeated cell above, and overlapping neighbours may alter the charge density and the bonding. A neutral neighbour that does not overlap supplies no plane-averaged field of its own.

**Real layers and devices**

Polar van der Waals monolayers can have dipoles of the order of 10 pC/m and thicknesses of several tenths of a nanometre, which is the regime chosen here. Sliding ferroelectric bilayers can be much weaker; a dipole of 1 pC/m, for example, gives a step of about 0.1 V. The model's single band and featureless plane are not those of a real material. The flat band is a separate assumption: electrons moving freely in the plane at this density would have a Fermi energy πn = 3.4 eV in one level, with n the number per area, which exceeds the level spacings of 1.52 eV in A and 2.85 eV in B. The layers would be metals, the second level would partly fill (about 0.4 and 0.1 electrons per cell), and the dipoles would fall to about 7.8 and 5.8 pC/m. Devices first break the assumption of isolation. Two ideal, short-circuited metal plates with equal work functions, a distance L apart and separated from the layer by vacuum, impose the same condition 4πp_L = FL, so plates 2 nm apart would raise the dipole of A by about 41%, provided that no charge passes between plate and layer. The field in the gaps is then 8 MV/cm. A dielectric spacer strengthens the effect: if the layer occupies a width t and a medium of permittivity ε fills the rest, L is replaced by t + (L − t)/ε, and t = 0.94 nm with ε = 3.3 gives a rise of about 87% in linear response (about 86% when solved self-consistently), with about 17 MV/cm across the layer region and 5 MV/cm in the spacer. An outside field of 1 MV/cm changes the isolated dipole of A by 0.52 pC/m, or 5%. These figures hold the ions fixed. In the model, with the well also fixed, an extra displacement of the outer sheets by only 1 pm changes p by 0.56 pC/m.

The level of theory matters as well. Adding local exchange, with the ions unmoved, raises the dipoles to 12.1 and 9.1 pC/m, about 21% each. The order of A and B survives in this pair, but a value with exchange for one layer should not be set against a value without it for the other.

Stacking has its own limit. In an aligned stack of A whose layers do not overlap, each layer shifts the electron energies of the next by 1.13 eV; at a spacing of 0.94 nm the electron tails overlap, and the shift within a pair falls to about 0.9 eV. The model's gap, which for its flat bands is the spacing of the two lowest levels, is 1.52 eV, so the first and third layers, offset by 2.26 eV, would exchange electrons if the layers were otherwise unchanged. The step of such a stack then no longer grows by p/ε₀ per layer. Thermal excitation across the same gap is negligible at 300 K, with a factor exp(−gap/2kT) of about 10⁻¹³.

The plane-averaged local field −φ′(z) is unique, but it varies strongly across the layer and reaches about 330 MV/cm in A. A single mean internal field shares the ambiguity of P. Dividing the step of A by 0.60 nm gives 18.8 MV/cm; dividing by 0.94 nm gives 12.0 MV/cm. Neither is an applied field, and neither should be compared directly with a breakdown field.

A quoted P can still be used if its thickness is quoted with it and it refers to zero outside field, for then p = Pt recovers the dipole: 1.67 μC/cm² times 0.60 nm and 1.06 μC/cm² times 0.94 nm both return 10.0 pC/m for layer A. A P taken from an uncorrected periodic cell or a short-circuited capacitor returns p_L instead, 14.1 pC/m for A at L = 2 nm with vacuum gaps. The remaining values are in the numerical output below.

Calculated quantities

```
Cell area: 0.14 nm^2; electrons per cell: 2
Ion charges outer, middle: 0.4, 1.2 e
Ion Gaussian width: 0.0423 nm
Well depth: 6.803 eV
Well edge width: 0.0529 nm
Chosen van der Waals gap: 0.34 nm
A: outer-sheet distance: 0.60 nm
A: outer-pair displacement: 0.0178 nm
A: dipole per area: 10.000 pC/m
A: dipole per area, converted: 0.006242 e/angstrom
A: potential step from Poisson: 1.1294 V
A: potential step p/epsilon_0: 1.1294 V
B: outer-sheet distance: 0.40 nm
B: outer-pair displacement: 0.0136 nm
B: dipole per area: 7.500 pC/m
B: dipole per area, converted: 0.004681 e/angstrom
B: potential step from Poisson: 0.8471 V
B: potential step p/epsilon_0: 0.8471 V
A: middle sheet moved instead by: 0.210 nm
A: its bare ion dipole, total p: 288.39, -12.65 pC/m
outer sheets: t_A, t_B = 0.600, 0.400 nm
outer sheets: P_A, P_B = 1.667, 1.875 uC/cm2
99% electrons: t_A, t_B = 0.790, 0.606 nm
99% electrons: P_A, P_B = 1.265, 1.238 uC/cm2
sheets + gap: t_A, t_B = 0.940, 0.740 nm
sheets + gap: P_A, P_B = 1.064, 1.014 uC/cm2
Origin shift tested: 1.0 nm
A: p change on shift, neutral: 5.7e-13 pC/m
A: p change on shift, 1% electrons removed: -22.89 pC/m
Disk radius, probe height: 50, 1 nm
Disk square-lattice constant: 0.4 nm
Disk step, charge separation 0.1 nm: 1.1068 V
Disk step, charge separation 0.3 nm: 1.1068 V
Disk step from formula: 1.1068 V
Finite-disk loss of step: 2.00 %
External test field: 2.571 MV/cm
A: dipole from energy derivative: 10.000 pC/m
A: polarizability length 4 pi alpha: 0.5879 nm
A: supercell 2 nm, direct p: 14.148 pC/m; formula: 14.163 pC/m
A: supercell 3 nm, direct p: 12.432 pC/m; formula: 12.437 pC/m
A: supercell 4 nm, direct p: 11.720 pC/m; formula: 11.723 pC/m
With local exchange, p_A, p_B: 12.129, 9.061 pC/m
A: p change for 1 pm extra displacement: 0.555 pC/m
A: dipole induced by 1 MV/cm: 0.521 pC/m
A: Hartree subband gap: 1.524 eV
A: thermal factor exp(-gap/2kT) at 300 K: 1.6e-13
A: electron energy step divided by gap: 0.741
A: mean internal field over sheets: 18.82 MV/cm
```
